# Wheatstone-cell renormalization of square-lattice bond percolation

## Problem

A thin semiconductor film is modelled as a square lattice of sites joined by bonds. Each bond is a junction that conducts with probability $p$ and is blocked with probability $q=1-p$, independently of the others. Lengths are measured in bond lengths.

Replace a block of side $b=2$ by a single bond, using the following cell. Two parallel branches run from a left terminal $L$ to a right terminal $R$. The upper branch has two bonds meeting at $M_1$, the lower has two bonds meeting at $M_2$, and a fifth bond, the bridge, joins $M_1$ to $M_2$. The new bond conducts if the cell connects $L$ to $R$.

(a) Find the percolation threshold predicted by this rule.

(b) Find the exponent $\nu$ in $\xi\sim|p-p^*|^{-\nu}$, where $\xi$ is the correlation length and $p^*$ the threshold.

(c) For a film with $p=0.45$, find how the probability of conduction falls with span. State which results hold for the square lattice itself.

## A tempting solution

The cell is a Wheatstone bridge with four equal arms. By symmetry $M_1$ and $M_2$ are at the same potential, so the bridge carries no current and can be removed. Two independent branches remain, each conducting with probability $p^2$. The cell fails only if both fail:

$$R_0(p)=1-(1-p^2)^2=2p^2-p^4 .$$

The threshold is a value that the rule leaves unchanged. Subtracting $p$ and factoring gives

$$R_0(p)-p=-p(p^3-2p+1)=p(1-p)(p^2+p-1).$$

The root between 0 and 1 is $p_0=(\sqrt5-1)/2$. There $p_0^2=1-p_0$, hence $1-p_0^2=p_0$, and the slope is

$$R_0'(p_0)=4p_0(1-p_0^2)=4p_0^2=4(1-p_0)=6-2\sqrt5 .$$

Since one step halves all lengths, this solution would conclude that $\nu=\ln2/\ln(6-2\sqrt5)$.

## Where it fails

The bridge is balanced when all four arms conduct equally. The percolation problem, however, concerns individual configurations in which some arms are blocked. These configurations need not have the symmetry of the intact cell, even though their probabilities do.

Suppose that the bond $LM_1$ and the bond $M_2R$ conduct, while the other two arms are blocked. Neither branch is complete. If the bridge conducts, the path $L\to M_1\to M_2\to R$ carries the current, and all of it passes through the bridge. The mirror-image configuration does the same. Together they have probability

$$2\times p\,p^2q^2=2p^3(1-p)^2,$$

where the first factor $p$ is for the bridge. This is the probability missing from $R_0$. At $p=1/2$ it equals $1/16$, which raises $R_0(1/2)=7/16$ to $1/2$.

The error is therefore to average the network first and ask about connection afterwards. Connection must be decided in each configuration, and the average taken last.

## The correct recursion

Condition on the bridge. If it conducts, $M_1$ and $M_2$ act as one point. Current must pass through at least one of the two left bonds and at least one of the two right bonds. Each pair works with probability $1-(1-p)^2=p(2-p)$, so the cell conducts with probability $p^2(2-p)^2$. If the bridge is blocked, the earlier result $2p^2-p^4$ applies. Weighting the two cases by $p$ and $1-p$,

$$\begin{aligned}
R(p)&=p\,p^2(4-4p+p^2)+(1-p)(2p^2-p^4)\\
&=(4p^3-4p^4+p^5)+(2p^2-p^4-2p^3+p^5)\\
&=2p^2+2p^3-5p^4+2p^5 .
\end{aligned}$$

A direct count gives the same polynomial. With two conducting bonds, the two complete branches are the connecting configurations. With three, there are ten choices, and two of them fail because both bonds at one terminal are blocked, leaving eight. With four, all five choices connect, and with five the single choice connects. Thus

$$R(p)=2p^2q^3+8p^3q^2+5p^4q+p^5 .$$

For small $p$, $R\simeq2p^2$, which represents the two shortest paths.

## Threshold

Take out a factor $p$ from the fixed-point equation:

$$R(p)-p=p\,(2p^4-5p^3+2p^2+2p-1).$$

The bracket factors as $(1-p)(2p-1)(1+p-p^2)$. To verify this, first multiply $(1-p)(2p-1)=-2p^2+3p-1$. Multiplication by $1+p-p^2$ then gives

$$\begin{aligned}
&(-2p^2-2p^3+2p^4)+(3p+3p^2-3p^3)+(-1-p+p^2)\\
&\qquad=2p^4-5p^3+2p^2+2p-1 .
\end{aligned}$$

Therefore

$$R(p)-p=p(1-p)(2p-1)(1+p-p^2).$$

For $0\le p\le1$, $p^2\le p$, so the last factor is at least 1. The fixed points in this interval are 0, $1/2$ and 1. If $0<p<1/2$, each step lowers $p$. The sequence is decreasing and bounded below, so it has a limit. Since $R$ is continuous, that limit is a fixed point, and it must be 0. If $1/2<p<1$, the same argument with increasing values gives the limit 1. Hence

$$p^*=\tfrac12 .$$

Duality explains this value. The cell fails to connect left to right when a cut through blocked bonds runs from top to bottom. Such a cut passes between four regions: the outside above, the outside below, and the two triangular faces. Each outside region borders each face across one arm, and the two faces border each other across the bridge. The possible cuts thus form another Wheatstone cell, whose bonds are available with probability $1-p$. Consequently

$$1-R(p)=R(1-p),$$

and setting $p=1/2$ gives $R(1/2)=1/2$. The cell without its bridge lacks this property, since $R_0(1/2)=7/16$.

## Slope at the threshold

Differentiation gives

$$R'(p)=4p+6p^2-20p^3+10p^4,$$

$$\lambda\equiv R'(\tfrac12)=2+\tfrac32-\tfrac52+\tfrac58=\tfrac{13}{8}.$$

The slope also has a direct meaning. Let each bond have its own probability $p_i$. The connection probability is linear in each $p_i$, and its derivative with respect to $p_i$ is the probability that bond $i$ is pivotal: the cell connects if that bond conducts and does not if it is blocked. Setting all $p_i=p$ and using the chain rule, $R'(p)$ is the expected number of pivotal bonds.

At $p=1/2$ the bridge is pivotal in the two arm configurations found above, out of 16, which gives $1/8$. For the arm $LM_1$, consider the 16 states of the other bonds.

- If $LM_2$ is blocked, the arm is pivotal whenever $M_1$ reaches $R$. This happens in four states with $M_1R$ conducting, and in one more through the bridge and $M_2R$.
- If $LM_2$ conducts, no connection may exist without the arm, so $M_2R$ must be blocked. Then $M_1$ can reach $R$ only through $M_1R$, and the bridge must be blocked to prevent a detour from $M_2$. One state remains.

The total is $6/16=3/8$. By symmetry all four arms have this value, and $4\times3/8+1/8=13/8$.

## From the slope to the exponent

The recursion can be iterated without further approximation on a hierarchical lattice, built by replacing every bond by the cell again and again. After $n$ replacements the ends are $2^n$ bonds apart, and the probability of connection is $p_n$, with $p_0=p$ now denoting the starting value and $p_{n+1}=R(p_n)$.

For $0<p<1/2$ write

$$R(p)=2p^2g(p),\qquad g(p)=1+p-\tfrac52p^2+p^3 .$$

Doubling and taking the logarithm gives

$$\ln(2p_{n+1})=2\ln(2p_n)+\ln g(p_n).$$

Divide by $2^{n+1}$ and add the resulting equations. This leads to the definition

$$\frac1\xi\equiv-\lim_{n\to\infty}\frac{\ln(2p_n)}{2^n}
=-\ln(2p)-\sum_{k=0}^{\infty}\frac{\ln g(p_k)}{2^{k+1}} .$$

The sum converges because $g-1=p(1-2p)(1-p/2)$ is not negative on this interval, while $g\le1+p\le3/2$. The limit gives a positive $\xi$: from $R\le3p^2$ it follows that $3p_{n+1}\le(3p_n)^2$. Once $3p_n<1$, which must happen because $p_n\to0$, the logarithm of $p_n$ becomes more negative at least in proportion to $2^n$. The terms of the sum with $k\ge n$, multiplied by $2^n$, tend to zero because $g(p_k)\to1$. Hence, at large span,

$$p_n\simeq\tfrac12\,e^{-2^n/\xi},$$

so $\xi$ is the decay length of the connection probability.

Starting from $R(p)$ instead of $p$ saves one step, and therefore a factor 2 in span:

$$\xi(p)=2\,\xi(R(p)).$$

Now let $y=1/2-p>0$. Duality makes the map odd in $y$, so even powers are absent. The third and fifth derivatives of $R$ at $1/2$ are $-18$ and $240$. Division by $3!$ and $5!$ gives

$$y'=\lambda y-3y^3+2y^5 .$$

At leading order $y'=\lambda y$, and hence $\xi(y)=2\xi(\lambda y)$, with $\xi$ now regarded as a function of $y$. Insert $\xi=Ay^{-\nu}$:

$$Ay^{-\nu}=2A\lambda^{-\nu}y^{-\nu}
\quad\Longrightarrow\quad \lambda^\nu=2 .$$

Taking logarithms,

$$\nu=\frac{\ln2}{\ln(13/8)}\approx1.43 .$$

Above the threshold, duality gives $1-p_{n+1}=R(1-p_n)$. The probability of blocking then decays as the probability of conduction does at the same distance below $1/2$, so the exponent is the same on both sides.

A scale factor of 2 alone would also allow $A$ to be a periodic function of $\ln y$ with period $\ln\lambda$. Such a bounded, positive factor does not change the exponent. Sampled over one period near $y=10^{-5}$, the computed amplitude has a mean of 0.25195 bond lengths and a relative peak-to-peak variation of about $9\times10^{-7}$. A fit to $\xi$, computed from its definition for $y$ between $10^{-8}$ and $10^{-3}$, gives 1.42767, in agreement with the formula.

## Two films near the threshold

Take $p=0.45$. The first step is

$$\begin{aligned}
R(0.45)&=2(0.45)^2+2(0.45)^3-5(0.45)^4+2(0.45)^5\\
&\approx0.40500+0.18225-0.20503+0.03691\\
&\approx0.4191 .
\end{aligned}$$

Further steps, together with those for a film with $p=0.55$, give:

| Span | Conducts, $p=0.45$ | Conducts, $p=0.55$ |
|---:|---:|---:|
| 1 | 0.4500 | 0.5500 |
| 8 | 0.2955 | 0.7045 |
| 32 | 0.0822 | 0.9178 |
| 128 | 0.00042 | 0.99958 |

The two probabilities in each row add to 1, as duality requires. At span 1 the two probabilities differ by only 0.10, but at span 8 they already differ by 0.41. At span 128 one film almost surely blocks and the other almost surely conducts.

The value at span 8 was tested by random simulation of the 125-bond hierarchical network. The simulation gave 0.2900 against 0.2955 from the recursion. The difference is about 1.7 standard errors, with a standard error of 0.0032.

For $p=0.45$ the definition gives $\xi=18.07$ bond lengths. At span 128 the exponential law predicts

$$\tfrac12e^{-128/18.07}\approx4.2\times10^{-4},$$

in agreement with the table. At span 32 it predicts about 0.085, which is roughly 4% above the iterated value 0.0822. The span is then less than twice $\xi$, and the terms $\ln g(p_k)$ left out of the exponential law still matter.

The leading power law gives

$$\xi\simeq0.25195\,(0.05)^{-1.42767}\approx18.15 ,$$

about 0.4% above the defined value. The cubic term in the map accounts for this difference. Look for a variable $u=y+cy^3$ that obeys $u'=\lambda u$ through third order. Since

$$u'=y'+cy'^3=\lambda y+(-3+c\lambda^3)y^3+\cdots,$$

the requirement is $-3+c\lambda^3=c\lambda$. Thus

$$c=\frac{3}{\lambda(\lambda^2-1)}
=\frac{3}{(13/8)(105/64)}=\frac{512}{455}\approx1.125 .$$

The power law holds in $u$, so, with the very small periodic variation neglected,

$$\xi\simeq A(y+cy^3)^{-\nu}\simeq Ay^{-\nu}(1-\nu c\,y^2).$$

At $y=0.05$ the correction is $1.428\times1.125\times0.0025\approx0.0040$, which is the observed 0.4%.

## What holds for the square lattice

The threshold $1/2$ agrees with the known exact bond threshold of the infinite square lattice. The duality of one finite cell explains the fixed point of the recursion, but does not by itself prove that theorem. The exponent is different: the accepted value for two-dimensional percolation is $4/3$, and the cell result is 7.1% higher relative to it. Both cell results are exact for the hierarchical lattice.

The conduction probabilities in the table and the value $\xi=18.07$ also belong to the hierarchical lattice. For the square lattice they give at best the order of magnitude, and at $p=0.45$ they are too high. Random square samples with $b$ rows of $b$ bonds conduct with probability about 0.28 at span 8 and about 0.05 at span 32, against 0.2955 and 0.0822 in the table. Their decay length is roughly 8 to 10 bond lengths, about half of 18.07. The fixed prefactor $1/2$ does not carry over either, since a wider sample offers more places to cross: at length 32 the probability is about 0.05 with 32 rows and about 0.24 with 128 rows. An error in $\xi$ enters the exponent of the decay law, so the small probabilities at long span can be wrong by a large factor. What carries over is the trend: in a large square sample, conduction dies out with increasing span at $p=0.45$ and becomes almost certain at $p=0.55$.

The recursion differs from the square lattice in several ways. Two of them can be seen in small counts.

First, the new bonds are not independent. Assign to each $2\times2$ block of sites the eight bonds that leave its sites to the right and upward. The horizontal cell uses the four horizontal bonds and one vertical bond as its bridge. The vertical cell uses the four vertical bonds and one horizontal bond as its bridge. They share two bonds. At $p=1/2$ both cells conduct with probability 0.27344, whereas independent cells would give 0.25.

Second, the cell merges each pair of end sites into one terminal. Where two cells meet in series, current can then arrive on the upper row and leave on the lower row without needing a vertical bond. At $p=1/2$ two merged cells in series conduct with probability 0.25. If the two sites at the junction are kept separate and joined by an ordinary bond, the same strip conducts with probability 0.21484. These counts show that both approximations matter at this scale; they do not tell how much each contributes to the error in $\nu$.

The recursion also omits some paths between neighbouring cells. On the square lattice, a path can enter one cell from the left, pass from its middle to the middle of the cell above, and leave that cell to the right. It can do so even when neither cell conducts by itself.

Larger cells of the same kind have $b$ rows of $b$ bonds and $(b-1)^2$ inner vertical bonds. For $b=2$ to 7 their connection probability at $p=1/2$ was computed to be $1/2$ within rounding error. With $\lambda_b$ the slope there, the estimate $\nu_b=\ln b/\ln\lambda_b$ falls steadily from 1.428 at $b=2$ to 1.350 at $b=7$, and stays above $4/3$ in this range.

If $\lambda_b\simeq Cb^{1/\nu}$, the unknown constant $C$ cancels from the ratio of two slopes:

$$\nu\simeq\frac{\ln[b/(b-1)]}{\ln(\lambda_b/\lambda_{b-1})}.$$

This estimate is 1.305 for the pair $(2,3)$, dips to 1.301 for $(3,4)$, and rises to 1.326 for $(6,7)$. At the last step it is still rising by about 0.007, so it has not settled and need not stay below $4/3$. At $b=7$ both estimates lie within 1.3% of $4/3$, but cells of this size do not establish the limit.

The recursion describes whether a conducting path exists, not how large its conductance is. It also assumes independent junctions and no current through blocked ones. If blocked junctions leak, the film conducts below $p=1/2$ as well, and the threshold marks a change between strongly and weakly conducting paths instead of the onset of conduction. The values computed for the cells and for the hierarchical lattice are collected in the numerical output.

## Computed results

```
Connecting configurations by open bonds 0..5: [0, 0, 2, 8, 5, 1]
Fixed points in [0,1]: [0, 1/2, 1]
Pivotal probabilities at 1/2 (last is bridge): [3/8, 3/8, 3/8, 3/8, 1/8]
Slope at 1/2: 13/8 = 1.6250
Cell exponent nu: 1.42767
Excess over 4/3: 7.08 percent
Both cells of a block conduct, p=1/2: 0.27344
  value if independent: 0.25000
Two cells in series, sites merged, p=1/2: 0.25000
  same strip, sites not merged: 0.21484
Span (bond lengths), conduction probability for two films:
     1   4.50000e-01   0.55000000
     2   4.19124e-01   0.58087563
     4   3.70157e-01   0.62984282
     8   2.95499e-01   0.70450127
    16   1.92627e-01   0.80737270
    32   8.21519e-02   0.91784806
    64   1.43865e-02   0.98561350
   128   4.19685e-04   0.99958031
   256   3.52419e-07   0.99999965
Network: 125 bonds, end distance 8 bonds
  simulated, p=0.45: 0.2900 (20000 samples)
  third iterate: 0.2955, standard error 0.0032
xi at p=0.45: 18.0723 bond lengths
  power-law estimate: 18.1454 bond lengths
Mean amplitude of power law: 0.25195 bond lengths
  relative peak-to-peak ripple: 9.33e-07
Exponent fitted to xi, offsets 1e-8 to 1e-3: 1.42767
xi ratio when offset 1e-4 is divided by 13/8: 2.000000
Cell side b, slope at 1/2, nu_b, two-cell estimate (b-1,b):
  2   1.62500   1.42767   -
  3   2.21729   1.37967   1.30469
  4   2.76579   1.36269   1.30148
  5   3.27894   1.35529   1.31109
  6   3.76464   1.35161   1.31992
  7   4.22856   1.34958   1.32649
```
